# Why pixel-based inverse lithography is not a convex problem

Suppose two mask designs both print the wanted pattern, and an engineer takes their average as a compromise. If mask design were a convex problem, the average would print too, and any local optimum found by a solver would be the best mask there is. Neither conclusion is safe. Two masks that print the same wanted pattern can average to an opaque plate, and a search that stops has not thereby found the global optimum.

## A mask, its twin and their average

Divide one period \(L\) of a one-dimensional mask into \(N\) pixels. Pixel \(j\), centred at \(x_j\), transmits a real field \(m_j\) between \(-1\) and \(1\); a negative value means a phase shift of \(\pi\). The mask is thin: it multiplies the incident field pixel by pixel. Lengths are measured at the wafer.

The \(n\)th Fourier coefficient of an open pixel of width \(L/N\) is

\[
c_{nj}=\frac1L\int_{x_j-L/2N}^{x_j+L/2N}e^{-2\pi i nx/L}\,dx
=\frac1N\,\frac{\sin(\pi n/N)}{\pi n/N}\,e^{-2\pi i nx_j/L},
\]

with \(c_{0j}=1/N\). A source point \(s\) tilts the illumination and so shifts all spatial frequencies by \(\mathbf f_s\). The pupil \(P\) passes frequencies up to \(\mathrm{NA}/\lambda\). Apart from a tilt phase that drops out of the intensity, the image field is

\[
E_s(x)=\sum_j A_{s,xj}m_j,\qquad
A_{s,xj}=\sum_n P\!\left(\tfrac nL\hat{\mathbf x}+\mathbf f_s\right)c_{nj}\,e^{2\pi i nx/L}.
\]

Different source points are mutually incoherent, so their intensities are averaged:

\[
I_x(m)=\big\langle|E_s(x)|^2\big\rangle_s .
\]

A clear mask has \(I=1\), because then only the order \(n=0\) is present. For a target image \(T_x\ge0\), not zero everywhere, the mismatch is measured by

\[
J(m)=\frac{\sum_x(I_x-T_x)^2}{\sum_xT_x^2}.
\]

An opaque mask has \(J=1\).

Take \(\lambda=193\) nm, \(\mathrm{NA}=1.35\) and a uniform disc source whose radius is 0.3 of the pupil radius. The target has two bright lines, each 60 nm wide, with centres 140 nm apart. The period is 560 nm and the pixels are 10 nm wide. The target intensity is 0.5 in the lines and zero elsewhere; the resist responds where \(I\) exceeds 0.25. A mask is said to print if \(I\ge0.25\) everywhere within 20 nm of a line centre and \(I\le0.25\) everywhere farther than 45 nm from both centres.

A bounded Newton descent, started with opposite fields in the two lines, ends at a mask \(m\) with \(J=0.140\). It prints, and each line is 67 nm wide at the threshold.

Now reverse every pixel. Each \(E_s\) changes sign, no \(|E_s|^2\) changes, and \(-m\) prints the same two lines. But

\[
\tfrac12\big[m+(-m)\big]=0 .
\]

The average transmits nothing, prints nothing and has \(J=1\). Convexity would have required \(J\le0.140\) there.

The twin is the field negative \(-m\), not the tone complement \(1-m\), which exchanges clear and opaque. For the binary mask with openings at the two lines, the intensity at a line centre is 0.53; for its tone complement it is 0.08.

## What is convex, and where convexity is lost

Write out the intensity:

\[
I_x(m)=\sum_{ij}m_i\big\langle A_{s,xi}^*A_{s,xj}\big\rangle_s m_j=m^{\mathsf T}Q_xm,
\qquad Q_{x,ij}=\mathrm{Re}\big\langle A_{s,xi}^*A_{s,xj}\big\rangle_s .
\]

The imaginary part is antisymmetric in \(i,j\) and cancels for real \(m\). Since \(m^{\mathsf T}Q_xm\) is an average of squared moduli, it is never negative. Each intensity is therefore a convex function of the mask.

This can be made quantitative. For masks \(a\) and \(b\), put \(p=(a+b)/2\) and \(q=(a-b)/2\), so that \(a=p+q\) and \(b=p-q\). As \(Q_x\) is symmetric,

\[
I_x(a)=I_x(p)+2p^{\mathsf T}Q_xq+I_x(q),\qquad
I_x(b)=I_x(p)-2p^{\mathsf T}Q_xq+I_x(q).
\]

Half the sum gives

\[
\frac{I_x(a)+I_x(b)}2-I_x\!\left(\frac{a+b}2\right)=I_x\!\left(\frac{a-b}2\right)\ge0 .
\]

Averaging two masks loses the image of half their difference. For \(b=-a\) that is the whole image.

A loss of light does no harm where the wafer must stay dark: if \(a\) and \(b\) both satisfy \(I_x\le t\), so does their average. It can violate a bright requirement \(I_x\ge t\). The same asymmetry spoils the cost. The function \((I-T)^2\) falls with \(I\) as long as \(I<T\), and a falling function of a convex function need not be convex. A single pixel with \(I=m^2\) shows this:

\[
J=\left(\frac{m^2}{T}-1\right)^2,\qquad \frac{d^2J}{dm^2}=\frac{12m^2-4T}{T^2}.
\]

There are two equal minima at \(m=\pm\sqrt T\), and the curvature is negative for \(m^2<T/3\). If the target were dark everywhere, the unnormalized cost \(\sum_xI_x^2\) would be convex, because squaring is an increasing convex function on non-negative numbers. The trouble comes from asking for light.

## The general statement

Assume a thin mask, a real pixel field, imaging linear in the field, and a target \(T\ge0\) that is not zero everywhere.

1. Let the admissible masks include \(-m\) whenever they include \(m\), and let the specification demand \(I_x\ge t>0\) at one or more points. If any admissible mask meets the specification, the set of masks that meet it is not convex.

2. Let \(K\) be a convex set of masks that contains the opaque mask and some mask \(b\) with \(\sum_xT_xI_x(b)>0\). Then \(J\) is not convex on \(K\).

*Proof of 1.* If \(m\) meets the specification, so does \(-m\), since the images are equal. Their average is opaque and fails the bright requirement.

*Proof of 2.* Follow the masks \(sb\) with \(0\le s\le1\), all of which lie in \(K\). As \(I_x(sb)=s^2I_x(b)\),

\[
J(sb)=1-2Bs^2+Cs^4,\qquad
B=\frac{\sum_xT_xI_x(b)}{\sum_xT_x^2},\quad
C=\frac{\sum_xI_x(b)^2}{\sum_xT_x^2}.
\]

Both \(B\) and \(C\) are positive. Compare the midpoint between the opaque mask and \(sb\) with the mean of the end values:

\[
\begin{aligned}
J\!\left(\tfrac s2b\right)-\tfrac12\big[1+J(sb)\big]
&=\Big(1-\tfrac12Bs^2+\tfrac1{16}Cs^4\Big)-\Big(1-Bs^2+\tfrac12Cs^4\Big)\\
&=\tfrac12Bs^2-\tfrac7{16}Cs^4 .
\end{aligned}
\]

This is positive for \(0<s^2<8B/7C\). A convex function cannot lie above its chord, so \(J\) is not convex on \(K\). ∎

The second part needs no negative field. It covers masks limited to \([0,1]\), for which \(-m\) is not available.

For the binary two-line mask of the example, \(B=0.907\) and \(C=0.987\). The cost along the ray is lowest at \(s=\sqrt{B/C}=0.958\), where \(J=1-B^2/C=0.167\). The chord from the opaque mask has the midpoint value \((1+0.167)/2=0.584\), while the mask at half that strength has \(J=0.636\). The excess is \(B^2/16C=0.052\). Sampling the source very finely lowers \(B\) by 0.002 and \(C\) by 0.003 and leaves the excess at 0.052.

The curvature shows where this happens in general. With \(r_x=I_x-T_x\) and \(\nabla I_x=2Q_xm\),

\[
\nabla J=\frac{4}{\sum_xT_x^2}\sum_xr_xQ_xm,
\]

and differentiating both \(r_x\) and \(Q_xm\) gives

\[
\nabla\nabla J=\frac{4}{\sum_xT_x^2}\sum_x\Big[r_xQ_x+2(Q_xm)(Q_xm)^{\mathsf T}\Big].
\]

The second term never curves downward. In the first, the points where the image is dimmer than its target contribute downward curvature. At \(m=0\) the gradient vanishes and the curvature matrix is \(-4\sum_xT_xQ_x/\sum_xT_x^2\), with no positive eigenvalue; its most negative one in the example is \(-0.48\). A gradient search started at the opaque mask therefore stays there, although any mask that lights the target has a lower \(J\) once it is scaled down far enough.

## Bright requirements without negative pixels

Part 2 concerns the cost. A bright requirement can also be non-convex on \([0,1]\). Take one axial source point, so that the imaging is coherent, and let \(k_j\) be the real field at a line centre due to pixel \(j\). Let \(S_+\) be the sum of the positive \(k_j\), and \(S_-\) the sum of the magnitudes of the negative ones. A clear mask gives field 1, so \(S_+-S_-=1\).

Open the pixels with \(k_j<0\) fully: the field is \(-S_-\). In a second mask, give the pixels with \(k_j>0\) the transmission \(S_-/S_+<1\): the field is \(+S_-\). Both masks have the intensity \(S_-^2=0.151\) at the line centre, and their average has zero. A requirement \(I\ge t\) at this point is thus non-convex for \(0<t\le0.151\). The resist threshold of 0.25 lies higher. With this axial source, no mask in \([0,1]\) gives a field below \(-0.39\) at the points that must be bright, so \(I\ge0.25\) there means a field of at least 0.5. That is a linear condition, and the dark limits are convex, so the masks in \([0,1]\) that meet the print limits form a convex set, which is not empty. For the disc source the question is left open.

## Fixing the overall sign is not enough

One might remove the twin by declaring the left line positive. The right line can still have either sign. The product of the two line-centre fields is unchanged by \(m\to-m\), so its sign separates two cases that are not twins.

A descent started with equal signs ends at \(J=0.139\), with lines 65 nm wide, and this mask also prints. The fields from an axial source point at the two line centres are \((0.533,\,0.533)\); for the opposite-sign mask they are \((0.715,\,-0.715)\). The costs differ by 0.0004, and by 0.0003 when the source is sampled very finely; fine sampling raises them to 0.1398 for equal signs and 0.1401 for opposite signs. Within this model the equal-sign mask is the better one, but by a margin too small to matter in practice.

On the straight segment between the two masks, \(J\) rises to 0.549 at the midpoint. There the axial field at the right line is \((-0.715+0.533)/2=-0.091\), so this line is nearly dark. Each line holds half of \(\sum_xT_x^2\), and a completely dark line contributes 0.5 to \(J\), which accounts for most of the barrier.

In coherent imaging with an axial source point and a real, even pupil, no detour helps. The field at the right line centre is then real and varies continuously with the mask. On any continuous path of real masks from a negative to a positive value it passes through zero, and there the line centre is dark. The printing masks with equal signs and those with opposite signs are therefore disconnected.

Defocus makes the pupil complex, and an extended source adds tilted directions whose fields need not vanish together; either removes this strict obstruction. On the straight segment, at the mask whose axial field vanishes at the right line centre, the disc source still leaves an intensity of 0.015. This is far below the threshold, but other paths have not been examined.

Non-convexity need not make a particular problem hard. Twenty descents from random masks all ended within 0.001 of the lowest cost found. That is evidence about this small pattern, not a proof that the cost is globally minimal.

## Convex problems that remain

The image is linear in the matrix \(M=mm^{\mathsf T}\), since \(I_x=\mathrm{tr}(Q_xM)\), and \(J\) is convex in \(M\). The twins share one \(M\). What is not convex is the condition that \(M\) have rank one: averaging the matrices of the equal-sign and opposite-sign masks gives rank two. That average has the image of two exposures, each at half dose, and no single mask has it as its \(M\). Dropping the rank condition enlarges the allowed set, so the minimum of the relaxed problem is a lower bound on \(J\).

A second route keeps \(m\) but commits to a reference mask \(m_0\). Expanding \(I_x(m-m_0)\ge0\) gives

\[
I_x(m)\ge2m_0^{\mathsf T}Q_xm-m_0^{\mathsf T}Q_xm_0 .
\]

Requiring the right side to be at least \(t\) at the bright points is a linear condition that guarantees \(I_x\ge t\). With the dark limits it defines a convex set, which contains \(m_0\) if \(m_0\) prints. At \(m=-m_0\) the right side is \(-3I_x(m_0)\), so the twin is excluded. If a convex function of the mask is minimized over this set, such as the summed intensity at the dark points, any local optimum is global within the set, though not among all masks. The mismatch \(J\) need not be convex even there.

## Beside a real exposure tool

The wavelength and aperture are those of argon-fluoride water-immersion lithography. The 140 nm spacing is relaxed for such a tool. Freely grey pixels of both signs are far from ordinary masks. Rounding the opposite-sign mask to \(-1\), 0 and 1 raises \(J\) from 0.14 to 0.40, although it still meets the print limits. This result belongs to the particular pixel pattern: few diffraction orders pass the pupil, so many patterns give the same image, and they round differently. Other optimized opposite-sign masks had \(J\) between about 0.16 and 0.38 after rounding, and about half of them no longer printed. Twenty patterns with the same image before rounding, chosen to have at most 11 grey pixels, stayed between 0.14 and 0.19, and all of them printed.

For the opposite-sign mask before rounding, with clear-field intensity 1, the largest image change is 0.097 if the light is polarized in the plane across the lines (resist index 1.7, interface reflections omitted), 0.047 for 50 nm of defocus in water, and 0.007 for a resist blur of 5 nm standard deviation. These effects alter the image but keep the twins equal, because every field component remains linear in \(m\) and the blur acts on equal intensities.

Real phase-shifting masks break the symmetry when etched and unetched areas transmit differently. Let negative pixels carry an extra factor \(g=0.97\,e^{i5^\circ}\). For the opposite-sign mask of the example, the largest difference between the twin images is then 0.035. A pixel of the averaged mask has the field \((1-g)|m_j|/2\), and the peak intensity is 0.0015, still far below the threshold of 0.25. Both numbers depend on the pixel pattern: other patterns with the same or nearly the same image gave differences from 0.030 to 0.042 and peaks from 0.001 to 0.002.

The thin-mask assumption is also open to doubt. On a mask drawn at four times wafer scale a pixel is 40 nm wide, about 0.21 of the wavelength, and its edges scatter in ways a pixelwise factor does not describe. The size of that error is not estimated here.

Numerical values quoted here were computed with a short program.
